\section*{Why Localized Pseudopotentials Can Make Diffusion Monte Carlo Populations Explode}

\section{The potential at a node}

\textbf{Q.} My diffusion Monte Carlo runs with a nonlocal pseudopotential sometimes behave well for a long time, and then the number of walkers jumps. I am told to suspect the ``localization'' of the pseudopotential. What is that?

\textbf{A.} A nonlocal pseudopotential $V$ acts through an integral,
\begin{equation}
(V\Psi)(R)=\int dR'\,V(R,R')\Psi(R'),
\end{equation}
where $R$ holds all electron positions. Its kernel can spoil the positivity that a walker simulation needs. Localization replaces $V$ by multiplication with
\begin{equation}
V_L(R)=\frac{(V\Psi)(R)}{\Psi(R)},
\end{equation}
where $\Psi$ is the trial function, taken real and antisymmetric. I use atomic units in the algebra, and eV and \AA{} for numbers. Lengths and energies are then linked by $\hbar^2/m_e=7.62$ eV\,\AA$^2$, and time steps are in eV$^{-1}$.

\textbf{Q.} The denominator vanishes at a node. How bad is that?

\textbf{A.} Take a node point $R_0$ with $\nabla\Psi\neq0$, and let $s$ be the signed distance along the normal, positive where $\Psi>0$. Then $\Psi=|\nabla\Psi|\,s+O(s^2)$. If $V\Psi$ is smooth there, $V\Psi=(V\Psi)(R_0)+O(s)$. Dividing,
\begin{equation}
V_L=\frac{C}{s}+O(1),\qquad C=\frac{(V\Psi)(R_0)}{|\nabla\Psi(R_0)|}.
\end{equation}
If $C\neq0$, one side of the node is repulsive and the other attractive. If $C=0$, the $1/s$ term is absent along the normal through $R_0$; $V_L$ can still be unbounded near $R_0$ when neighbouring node points have $C\neq0$.

\textbf{Q.} Why should $V\Psi$ be nonzero where $\Psi$ is zero?

\textbf{A.} Because $V$ samples $\Psi$ elsewhere: it averages over rotations of an electron about the ion. Consider two noninteracting electrons of equal spin in a harmonic well of frequency $\omega$, with a pseudopotential $v(r)\ge0$ that acts on the $s$ channel. Let
\begin{equation}
\Psi=g(r_1)g(r_2)(z_2-z_1),\qquad g(r)=e^{-\omega r^2/2}.
\end{equation}
Rotating electron 1 averages $z_1$ to zero and leaves $v_1g_1g_2z_2$. Rotating electron 2 leaves $-v_2g_1g_2z_1$. Here $v_i=v(r_i)$ and $g_i=g(r_i)$. Hence
\begin{equation}
V_L=\frac{v_1z_2-v_2z_1}{z_2-z_1}.
\label{eq:model}
\end{equation}
The node is the plane $z_1=z_2$. Moving along its unit normal gives $z_1=z-s/\sqrt2$ and $z_2=z+s/\sqrt2$, so
\begin{equation}
V_L=\frac{z(v_1-v_2)}{\sqrt2\,s}+\frac{v_1+v_2}{2},
\qquad C=\frac{z(v_1-v_2)}{\sqrt2}\bigg|_{s=0}.
\end{equation}
The coefficient vanishes for $z=0$ or $r_1=r_2$, which includes the coalescence of the two electrons, but, for a strictly monotonic $v$, not on the rest of the node.

For numbers I choose $\omega=10$ eV and $v(r)=100\,\mathrm{eV}\,e^{-r^2/\sigma^2}$ with $\sigma=0.6$ \AA. Put the electrons at $(0.2,0,0.3)$ and $(0.8,0,0.3)$ \AA. Then $v_1=69.69$ eV, $v_2=13.16$ eV and
\begin{equation}
C=\frac{0.3\,(69.69-13.16)}{\sqrt2}=11.99\ \mathrm{eV\,\AA}
\end{equation}
($0.833$ hartree bohr). At $s=\pm0.01$ \AA{} the potential is $+1262$ and $-1137$ eV. Half the difference is $C/|s|$, about 1199 eV; the average, 62 eV, is the finite part. It exceeds $(v_1+v_2)/2=41.4$ eV because $v_1$ and $v_2$ change along the normal: $dv_1/ds=\sqrt2\,zv_1/\sigma^2$ and $dv_2/ds=-\sqrt2\,zv_2/\sigma^2$, so the first term contributes a further $z^2(v_1+v_2)/\sigma^2=20.7$ eV.

\textbf{Q.} Could I keep my walkers on the repulsive side?

\textbf{A.} No. Electron exchange changes the sign of both $\Psi$ and $V\Psi$, so it leaves $V_L$ unchanged. It carries an attractive point with $\Psi<0$ to an equally attractive point with $\Psi>0$. Both signs of $\Psi$ therefore contain attractive walls.

\section{The local energy and the Hamiltonian}

\textbf{Q.} Is $V_L$ what makes walkers multiply?

\textbf{A.} It is one part of it. Branching uses the local energy $E_L=(H\Psi)/\Psi$, and the kinetic term can have its own $1/s$ part. The same expansion gives
\begin{equation}
E_L=\frac{(H\Psi)(R_0)}{|\nabla\Psi(R_0)|\,s}+O(1).
\end{equation}
For an exact eigenfunction, $H\Psi=E\Psi$ vanishes at the node and the singular terms cancel. The danger is an uncancelled remainder.

In the model, $g$ and $zg$ are oscillator eigenfunctions with energies $\tfrac32\omega$ and $\tfrac52\omega$. Kinetic energy and trap together give the constant $4\omega=40$ eV, so the whole $C/s$ survives.

Replacing $g$ in the $s$ orbital by the true $s$ eigenfunction, at 23.74 eV, gives an exact state of energy $23.74+25=48.74$ eV. The $p$ orbital is unchanged, since the projector removes it. Take the point of the new node with the electrons at $(0.2,0,0.083)$ and $(0.8,0,0.3)$ \AA. At $s=+0.002$ \AA{} from it, $V_L=3144$ eV and the remaining terms give $-3096$ eV. On the other side they are $-3112$ and $3160$ eV. Both sums agree with 48.74 eV to within 0.02 eV.

\textbf{Q.} With the poor trial function, do the walkers then fall into a bottomless potential?

\textbf{A.} The potential is bottomless, but the energy is not. Let $d=|s|$ and $\gamma=|C|$ on the attractive side, and treat the wall in one dimension, with $u(0)=0$. Set $w=1/d-\gamma$. For a normalizable $u$ that vanishes linearly at the wall,
\begin{align}
0&\le\int_0^\infty(u'-wu)^2\,dd
 =\int_0^\infty\left[u'^2-w(u^2)'+w^2u^2\right]dd\nonumber\\
&=\int_0^\infty\left[u'^2+(w'+w^2)u^2\right]dd
 =\int_0^\infty\left[u'^2+\left(\gamma^2-\frac{2\gamma}{d}\right)u^2\right]dd .
\end{align}
The second line integrates by parts; the boundary term $wu^2$ vanishes at both ends. It then uses $w'=-1/d^2$ and $w^2=1/d^2-2\gamma/d+\gamma^2$. Halving,
\begin{equation}
\int_0^\infty\left[\tfrac12u'^2-\frac{\gamma}{d}u^2\right]dd\ \ge\ -\frac{\gamma^2}{2}\int_0^\infty u^2\,dd,
\end{equation}
with equality for $u=d\,e^{-\gamma d}$. Confinement costs enough kinetic energy to stop a collapse. With $\gamma=C$ the lowest energy is $-11.99^2/(2\times7.62)=-9.4$ eV.

This carries over to the full model. Equation~(\ref{eq:model}) can be rewritten as
\begin{equation}
V_L=v_1+v_2+\frac{v_1z_1-v_2z_2}{z_2-z_1}.
\end{equation}
Since $v\ge0$ and $|vz|$ is bounded, $V_L\ge-\gamma_m/|s|$ everywhere for some finite $\gamma_m$. Applying the inequality on each line normal to the flat node bounds the localized Hamiltonian below by $-\gamma_m^2/2$ for functions that vanish on the node, which is the fixed-node condition; the trap and the remaining kinetic terms are non-negative.

\textbf{Q.} Would a variational run have warned me?

\textbf{A.} Its mean and variance need not. The density $\Psi^2$ goes as $d^2$, so $\int d^2(1/d)\,dd$ and $\int d^2(1/d^2)\,dd$ both converge at the wall. In the model $V_L$ has mean 18.2 eV and standard deviation 22.5 eV, both finite.

\section{The time step}

\textbf{Q.} If the Hamiltonian is sound, what explodes?

\textbf{A.} The discretized branching. In a step $\tau$ a walker receives the weight $e^{-\tau(E_L-E_T)}$, with $E_T$ the reference energy and $E_L$ frozen at its position. Suppose walkers start the step distributed as $\Psi^2$. Near an attractive wall the mean weight contains
\begin{equation}
\int_0 d^2\,e^{\tau\gamma/d}\,dd=\infty\qquad\text{for every }\tau>0,
\end{equation}
because the exponential outgrows any power of $1/d$. The conclusion therefore survives if the density vanishes as another power. On the repulsive side the exponential tends to zero and does no harm.

To see how the divergence sets in, cut the integral at $\varepsilon$ and write $A=\tau\gamma$. Since $d^2e^{A/d}=-(d^4/A)\,(e^{A/d})'$, integration by parts gives
\begin{equation}
\int_\varepsilon d^2e^{A/d}\,dd\simeq\frac{\varepsilon^4}{A}\,e^{A/\varepsilon},\qquad \varepsilon\ll A .
\end{equation}
The remaining integral, $(4/A)\int_\varepsilon d^3e^{A/d}\,dd$, is concentrated near $\varepsilon$ and is smaller by a factor of order $4\varepsilon/A$.

Take $\tau=0.001$ eV$^{-1}$ ($0.027$ hartree$^{-1}$), so $A=0.012$ \AA, and set $E_T$ to the variational energy. Along the normal through our node point, the mean weight on the attractive side is 1.009 with a cutoff of $0.001$ \AA, 1.54 at $0.0005$ \AA, and $5.6\times10^5$ at $0.0003$ \AA. On the repulsive side it stays at 0.972. A sample that has not reached the last fraction of a thousandth of an \aa ngstrom sees nothing wrong.

\textbf{Q.} What should the growth have been?

\textbf{A.} Let $h=-\tfrac12\,d^2/dd^2-\gamma/d$ be the wall Hamiltonian. The importance-sampled propagator is $\Psi(d')\langle d'|e^{-\tau h}|d\rangle/\Psi(d)$. Summing over final positions $d'$ gives the growth $G=(e^{-\tau h}\Psi)/\Psi$. Near the wall $\Psi\propto d$. Inserting $e^{-th}\Psi=d\,G$ into $\partial_t(dG)=-h(dG)$ and dividing by $d$,
\begin{equation}
\frac{\partial G}{\partial t}=\frac12G''+\frac1dG'+\frac{\gamma}{d}G,\qquad G(t=0)=1 .
\end{equation}
The derivative terms are half the radial Laplacian in three dimensions. The walker's distance from the wall thus behaves like the radius $r$ of a three-dimensional diffusion whose components each have variance $t$. Starting at the wall,
\begin{equation}
\left\langle\frac1r\right\rangle_t=\int_0^\infty\frac{4\pi r\,e^{-r^2/2t}}{(2\pi t)^{3/2}}\,dr
=\frac{4\pi t}{(2\pi t)^{3/2}}=\sqrt{\frac{2}{\pi t}},
\end{equation}
and to first order in $\gamma$
\begin{equation}
G=1+\gamma\int_0^\tau\sqrt{\frac{2}{\pi t}}\,dt=1+\gamma\sqrt{\frac{8\tau}{\pi}} .
\end{equation}
In our units $\tau$ under the root is divided by $\hbar^2/m_e$. The correction is $11.99\sqrt{0.008/(7.62\pi)}=0.22$.

A grid calculation for this wall alone, including higher orders, gives $G=1.25$ for a start at $d=0.0006$ \AA; in the full model, with $E_T$ at the variational energy, the finite terms lower it to about 1.19. The frozen weight $e^{\tau C/d}$ there is $4.8\times10^8$. A real walker leaves the neighbourhood of the wall in a time of order $d^2$; its diffusion length in one step is $0.087$ \AA. Freezing charges it for the whole step at the starting value.

\textbf{Q.} So a smaller time step cures it?

\textbf{A.} It makes the events rarer. Each node point with $C\neq0$ is attractive on one side, where $V_L<-E$ means $d<|C|/E$ to leading order at large $E$. Integrating $\Psi^2=|\nabla\Psi|^2d^2$ over that layer,
\begin{equation}
P(V_L<-E)\simeq\frac{B}{E^3},\qquad
B=\frac{1}{3\langle\Psi|\Psi\rangle}\int_{\rm node}dS\,|\nabla\Psi|^2|C|^3 .
\end{equation}
When $V_L$ carries the singularity, growth by at least $M$ in one step needs $E\simeq\ln M/\tau$, if finite terms are neglected. Its probability is $B(\tau/\ln M)^3$. There are $1/\tau$ steps per unit imaginary time, so the rate is $B\tau^2/(\ln M)^3$: small, but not zero.

For the model $B=173$ eV$^3$. Tenfold growth at $\tau=0.001$ eV$^{-1}$ has probability $173\,(0.001/2.303)^3=1.4\times10^{-8}$, about 1.4 events in $10^8$ walker-steps. In the same law, halving $\tau$ gives 0.18 and doubling it gives 11. These are leading-order estimates: with $E_T$ at the variational energy, the neglected finite terms lower them by about 2, 4 and 8 per cent, from the smallest step to the largest. They also assume walkers distributed as $\Psi^2$ and $E_L$ frozen at one end of the step. The mixed distribution of a real run changes the prefactor, averaging $E_L$ over both ends of the step lowers the probability about fourfold, and a cap on $E_L$ in the weight removes the divergence. The pattern is consistent with a run that is quiet for a long time and then jumps, but the model shows a possible mechanism, not the cause in a given calculation. Any copy whose next move is rejected stays at the wall and multiplies again.

\section{Replacing attraction by hops}

\textbf{Q.} What do T-moves change?

\textbf{A.} They localize only part of $V$. Split the integral for $V_L$ by the sign of its integrand:
\begin{equation}
V_L(R)=\int dR'\,V(R,R')\frac{\Psi(R')}{\Psi(R)}=V^+(R)-\lambda(R),\qquad V^+,\lambda\ge0 .
\end{equation}
The positive part $V^+$ remains a potential. The negative part enters $-H$ with a positive sign, so it can be carried out as hops $R\to R'$ with total rate $\lambda$. In this model, with $v\ge0$, these hops go to the opposite sign of $\Psi$.

Let hopping compete with growth inside the step, count the pseudopotential weight alone, and hold the walker at $R$ until it hops. The weight $m$ still at $R$ grows at rate $-V_L=\lambda-V^+$ and leaves at rate $\lambda$. Thus $\dot m=-V^+m$ and $m=e^{-V^+t}$. If hopped walkers gain no further weight during the step, the mean total is
\begin{equation}
W=e^{-V^+\tau}+\int_0^\tau\lambda e^{-V^+t}\,dt
=e^{-V^+\tau}+\lambda\,\frac{1-e^{-V^+\tau}}{V^+}\ \le\ 1+\lambda\tau .
\end{equation}
The bound uses $1-e^{-x}\le x$. Since $\lambda$ grows as $1/d$, its average over $d^2$ is finite.

At $d=0.001$ \AA{} on the attractive side, $V^+=3768$ eV and $\lambda=15697$ eV, so $V_L=-11929$ eV. The frozen weight is $e^{11.93}=1.5\times10^5$. With competing hops it is $0.023+4.166\times0.977=4.1$.

\textbf{Q.} Does any program with T-moves inherit that protection?

\textbf{A.} No. If it first applies the full frozen weight $e^{-\tau(E_L-E_T)}$ and hops afterwards, the one-step mean is still infinite under the same assumptions. The hops then help by moving copies away from the wall before they multiply again. Nor do T-moves remove a $1/s$ term of kinetic origin; that requires a better trial function near the node or a different treatment of the branching weight. The numerical check checks the node coefficient, the cubic tail, the growth laws and the hop rate numerically for this model.

\section*{Calculated quantities}
\begin{verbatim}
hbar^2/m_e = 7.6200 eV A^2
trap quantum = 10.0 eV; length = 0.8729 A
pseudopotential: V0 = 100.0 eV, width = 0.6 A
time step = 0.0010 1/eV = 0.0272 1/hartree
node point, electron 1 (A): [0.2 0.  0.3]
node point, electron 2 (A): [0.8 0.  0.3]
v(r1) = 69.690 eV; v(r2) = 13.163 eV
C = 11.9913 eV A = 0.8327 hartree bohr
V_L at s = +0.01 A: 1261.51 eV
V_L at s = -0.01 A: -1137.24 eV
kinetic+trap part, unrelaxed: 40.00 eV
exact s level = 23.7388 eV
exact total energy = 48.7388 eV
exact function: node at z1 = 0.08336 A, z2 = 0.3 A
exact function, s = +0.002 A:
  V_L = 3144.46 eV; kinetic+trap = -3095.70 eV
  sum = 48.7577 eV
exact function, s = -0.002 A:
  V_L = -3111.50 eV; kinetic+trap = 3160.22 eV
  sum = 48.7197 eV
mean V_L = 18.175 eV; std. dev. = 22.471 eV
tail constant B = 172.669 eV^3
sampled tail / B law at -50000 eV = 0.995
wall ground state: grid -9.4350 eV
wall ground state: formula -9.4351 eV
true growth from s = 0.0006 A: 1.2466
frozen C/s weight there: 4.782e+08
diffusion length in one step = 0.0873 A
mean frozen weight on each side, by cutoff:
  0.0100 A: attractive 1.009, repulsive 0.97215
  0.0010 A: attractive 1.0091, repulsive 0.97215
  0.0005 A: attractive 1.5439, repulsive 0.97215
  0.0003 A: attractive 5.5906e+05, repulsive 0.97215
tenfold growth events per 1e8 walker-steps (B law):
  step 0.0005 1/eV: 0.1768
  step 0.0010 1/eV: 1.4144
  step 0.0020 1/eV: 11.3151
T-move point: 0.001 A on the attractive side
V_L = -11929.2 eV; V_plus = 3767.9 eV
hop rate = 15697.0 eV
frozen weight = 1.5162e+05
weight with competing hops = 4.0929
\end{verbatim}
